# Direct Photolysis and Electron-Driven Acid Generation in Extreme-Ultraviolet Resist: a program that tests the result

```python
"""Acid generation in a chemically amplified resist exposed at 13.5 nm.

Result under test: acids per absorbed photon
    Y = f*phi + eta*G,   G = C*h*nu/I,
where f = share of photons absorbed by the acid generator (PAG),
phi = direct quantum yield, eta = acids per freed electron,
G = electrons freed per absorbed photon, I = energy cost of an ionization,
C = integral of exp(-2*Ein(s)) over s from 0 to infinity.
Electrons dominate when eta*G > f*phi.
Cascade rule: the energy left after an ionization is shared uniformly.
Energies inside the cascade are in units of I. Model parameters are round.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import exp1

rng = np.random.default_rng(12345)

# Model parameters
wavelength_nm = 13.5
duv_wavelength_nm = 193.0
ionization_eV = 10.0
polymer_density = 6.0        # repeat units per nm^3
pag_density = 0.3            # molecules per nm^3
polymer_sigma_Mb = 8.0       # per repeat unit
pag_sigma_Mb = 30.0          # per molecule
film_nm = 40.0
phi = 1.0                    # upper bound of the direct yield
eta = 0.3
dose_mJ_cm2 = 5.0
excitation_loss = 0.5        # in units of the ionization cost
ionizing_fraction = 0.5      # used only in the lossy cascade
MB_TO_NM2 = 1e-22 / 1e-18


def photon_eV(length_nm):
    return const.h * const.c / (length_nm * 1e-9) / const.e


energy_eV = photon_eV(wavelength_nm)
duv_eV = photon_eV(duv_wavelength_nm)
start = energy_eV / ionization_eV - 1.0


def absorption(pag_sigma):
    """Absorption coefficient (1/nm) and PAG share."""
    polymer = polymer_density * polymer_sigma_Mb * MB_TO_NM2
    pag = pag_density * pag_sigma * MB_TO_NM2
    return polymer + pag, pag / (polymer + pag)


def beta(s):
    ein = np.euler_gamma + np.log(s) + exp1(s)
    return np.exp(-2.0 * ein)


C = quad(beta, 0, 1)[0] + quad(beta, 1, np.inf)[0]
G = C * energy_eV / ionization_eV


def solve_cascade(p_ion, x_max=12.0, steps=1000):
    """Mean ionizations N(x) from the integral equation, midpoint grid."""
    h = 1.0 / steps
    x = (np.arange(int(x_max * steps)) + 0.5) * h
    number = np.zeros(x.size)
    below = np.zeros(x.size + 1)     # integral of N up to each cell edge
    shift = int(round(excitation_loss * steps))
    for i in range(x.size):
        if i >= steps:
            j = i - steps
            integral = below[j] + 0.5 * h * number[j]
            ionized = 1.0 + 2.0 * integral / (x[i] - 1.0)
            number[i] = (p_ion * ionized
                         + (1.0 - p_ion) * number[i - shift])
        below[i + 1] = below[i] + h * number[i]
    return x, number


def count_electrons(n, p_ion):
    """Follow every electron of n cascades; return freed electrons."""
    energy = np.full(n, start)
    owner = np.arange(n)
    count = np.ones(n, dtype=int)
    while energy.size:
        keep = energy > 1.0
        energy, owner = energy[keep], owner[keep]
        ion = rng.random(energy.size) < p_ion
        excess = energy[ion] - 1.0
        part = excess * rng.random(excess.size)
        count += np.bincount(owner[ion], minlength=n)
        energy = np.concatenate(
            (energy[~ion] - excitation_loss, part, excess - part))
        owner = np.concatenate((owner[~ion], owner[ion], owner[ion]))
    return count


def simulate_film(n, pag_sigma):
    """Send n photons into the film; tally acids by their origin."""
    polymer_path = rng.exponential(
        1.0 / (polymer_density * polymer_sigma_Mb * MB_TO_NM2), n)
    pag_path = rng.exponential(
        1.0 / (pag_density * pag_sigma * MB_TO_NM2), n)
    absorbed = np.minimum(polymer_path, pag_path) < film_nm
    in_pag = (pag_path < polymer_path)[absorbed]
    electrons = count_electrons(in_pag.size, 1.0)
    direct = in_pag & (rng.random(in_pag.size) < phi)
    driven = rng.binomial(electrons, eta)
    return in_pag, electrons, direct, driven


def close(sample_mean, sample_std, n, expected):
    """Agreement within five standard errors."""
    return abs(sample_mean - expected) < 5.0 * sample_std / np.sqrt(n)


# Cascade law against the integral equation
x, number = solve_cascade(1.0)
G_grid = 1.0 + np.interp(start, x, number)
slope = np.interp(11.0, x, number) - np.interp(10.0, x, number)
assert abs(slope - C) < 1e-4
assert abs(G_grid - G) < 1e-3
low_x = 2.5
low_grid = 1.0 + np.interp(low_x, x, number)
low_law = C * (low_x + 1.0)
assert abs(low_grid - (4.0 - 2.0 / (low_x - 1.0))) < 1e-3
assert G < energy_eV / ionization_eV

# Yields and threshold
alpha, f = absorption(pag_sigma_Mb)
Y_direct = f * phi
Y_electron = eta * G
Y = Y_direct + Y_electron
direct_share = Y_direct / Y
eta_threshold = Y_direct / G
film_absorbed = 1.0 - np.exp(-alpha * film_nm)

# Film simulation against the formulas
n_photons = 600000
in_pag, electrons, direct, driven = simulate_film(n_photons, pag_sigma_Mb)
n_abs = in_pag.size
acids = direct + driven
sim_share = direct.sum() / acids.sum()
assert close(n_abs / n_photons,
             np.sqrt(film_absorbed * (1 - film_absorbed)),
             n_photons, film_absorbed)
assert close(in_pag.mean(), in_pag.std(), n_abs, f)
assert close(electrons.mean(), electrons.std(), n_abs, G)
assert close(acids.mean(), acids.std(), n_abs, Y)
assert abs(sim_share - direct_share) < 0.003   # over five standard errors
assert driven.sum() > direct.sum()

# Photoelectron alone, with all secondaries ignored
share_photoelectron_only = eta / (eta + Y_direct)
assert share_photoelectron_only > 0.5

# Cascade with excitation losses
x_loss, number_loss = solve_cascade(ionizing_fraction)
G_loss = 1.0 + np.interp(start, x_loss, number_loss)
sample = count_electrons(100000, ionizing_fraction)
assert close(sample.mean(), sample.std(), sample.size, G_loss)
assert 1.0 < G_loss < G
Y_loss = Y_direct + eta * G_loss
assert eta * G_loss > Y_direct

# Doubling the PAG cross section at fixed eta
alpha2, f2 = absorption(2.0 * pag_sigma_Mb)
film_absorbed2 = 1.0 - np.exp(-alpha2 * film_nm)
Y2 = f2 * phi + eta * G
ratio_full = film_absorbed2 * Y2 / (film_absorbed * Y)
ratio_direct = film_absorbed2 * f2 / (film_absorbed * f)
_, _, direct2, driven2 = simulate_film(n_photons, 2.0 * pag_sigma_Mb)
sim_ratio = (direct2.sum() + driven2.sum()) / acids.sum()
sim_ratio_direct = direct2.sum() / direct.sum()
assert abs(sim_ratio - ratio_full) < 0.025     # sampling error near 0.004
assert abs(sim_ratio_direct - ratio_direct) < 0.10   # error near 0.015

# Low-dose conversion at the film surface
fluence = dose_mJ_cm2 * 10.0 / (energy_eV * const.e) * 1e-18
converted_direct = fluence * alpha * Y_direct / pag_density
converted_electron = fluence * alpha * Y_electron / pag_density
assert converted_direct + converted_electron < 0.2
assert duv_eV < ionization_eV < energy_eV

print(f"EUV wavelength: {wavelength_nm:.1f} nm")
print(f"EUV photon energy: {energy_eV:.2f} eV")
print(f"DUV wavelength: {duv_wavelength_nm:.0f} nm")
print(f"DUV photon energy: {duv_eV:.2f} eV")
print(f"Ionization cost I: {ionization_eV:.1f} eV")
print(f"Initial photoelectron energy: {start*ionization_eV:.2f} eV")
print(f"Polymer unit density: {polymer_density:.1f} per nm^3")
print(f"PAG density: {pag_density:.1f} per nm^3")
print(f"Polymer unit cross section: {polymer_sigma_Mb:.1f} Mb")
print(f"PAG cross section: {pag_sigma_Mb:.1f} Mb")
print(f"Absorption coefficient: {alpha:.5f} per nm")
print(f"PAG share of absorption f: {f:.4f}")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Fraction absorbed in film: {film_absorbed:.4f}")
print(f"Cascade constant C: {C:.6f}")
print(f"Slope of N from integral equation: {slope:.6f}")
print(f"Energy bound h*nu/I on G: {energy_eV/ionization_eV:.3f}")
print(f"Freed electrons G, formula: {G:.4f} per absorbed photon")
print(f"Freed electrons G, integral equation: {G_grid:.4f}")
print(f"Freed electrons G, simulation: {electrons.mean():.4f}")
print(f"Low-energy check, x = {low_x:.1f}: 1+N solved {low_grid:.4f}")
print(f"Low-energy check, x = {low_x:.1f}: 1+N linear law {low_law:.4f}")
print(f"Direct quantum yield phi: {phi:.1f}")
print(f"Acids per freed electron eta: {eta:.2f}")
print(f"Direct acids: {Y_direct:.4f} per absorbed photon")
print(f"Electron-driven acids: {Y_electron:.4f} per absorbed photon")
print(f"  from the photoelectron: {eta:.4f} per absorbed photon")
print(f"  from secondaries: {eta*(G-1):.4f} per absorbed photon")
print(f"Total acids Y, formula: {Y:.4f} per absorbed photon")
print(f"Total acids Y, simulation: {acids.mean():.4f}")
print(f"Direct share, formula: {100*direct_share:.2f} %")
print(f"Direct share, simulation: {100*sim_share:.2f} %")
print(f"Electron share: {100*(1-direct_share):.2f} %")
print(f"Threshold eta for electron dominance: {eta_threshold:.4f}")
print(f"Electron share, no secondaries: {100*share_photoelectron_only:.1f} %")
print(f"Lossy case, ionizing fraction: {ionizing_fraction:.2f}")
print(f"Lossy case, excitation: {excitation_loss*ionization_eV:.1f} eV")
print(f"Lossy case, G from integral equation: {G_loss:.4f}")
print(f"Lossy case, G from simulation: {sample.mean():.4f}")
print(f"Lossy case, electron share: {100*eta*G_loss/Y_loss:.2f} %")
print(f"Lossy case, threshold eta: {Y_direct/G_loss:.4f}")
print(f"Doubled PAG cross section, new f: {f2:.4f}")
print(f"Doubled PAG, film absorbs: {film_absorbed2:.4f}")
print(f"Doubled PAG, acids per absorbed photon: {Y2:.4f}")
print(f"Doubled PAG, film acid ratio, full model: {ratio_full:.4f}")
print(f"Doubled PAG, film acid ratio, simulation: {sim_ratio:.4f}")
print(f"Doubled PAG, film acid ratio, direct only: {ratio_direct:.4f}")
print(f"Dose: {dose_mJ_cm2:.1f} mJ/cm^2")
print(f"Photon fluence: {fluence:.3f} per nm^2")
print(f"PAG converted directly: {100*converted_direct:.2f} %")
print(f"PAG converted by electrons: {100*converted_electron:.2f} %")
print("OK")
```

Running it gives:

```
EUV wavelength: 13.5 nm
EUV photon energy: 91.84 eV
DUV wavelength: 193 nm
DUV photon energy: 6.42 eV
Ionization cost I: 10.0 eV
Initial photoelectron energy: 81.84 eV
Polymer unit density: 6.0 per nm^3
PAG density: 0.3 per nm^3
Polymer unit cross section: 8.0 Mb
PAG cross section: 30.0 Mb
Absorption coefficient: 0.00570 per nm
PAG share of absorption f: 0.1579
Film thickness: 40 nm
Fraction absorbed in film: 0.2039
Cascade constant C: 0.747598
Slope of N from integral equation: 0.747598
Energy bound h*nu/I on G: 9.184
Freed electrons G, formula: 6.8660 per absorbed photon
Freed electrons G, integral equation: 6.8660
Freed electrons G, simulation: 6.8643
Low-energy check, x = 2.5: 1+N solved 2.6667
Low-energy check, x = 2.5: 1+N linear law 2.6166
Direct quantum yield phi: 1.0
Acids per freed electron eta: 0.30
Direct acids: 0.1579 per absorbed photon
Electron-driven acids: 2.0598 per absorbed photon
  from the photoelectron: 0.3000 per absorbed photon
  from secondaries: 1.7598 per absorbed photon
Total acids Y, formula: 2.2177 per absorbed photon
Total acids Y, simulation: 2.2247
Direct share, formula: 7.12 %
Direct share, simulation: 7.15 %
Electron share: 92.88 %
Threshold eta for electron dominance: 0.0230
Electron share, no secondaries: 65.5 %
Lossy case, ionizing fraction: 0.50
Lossy case, excitation: 5.0 eV
Lossy case, G from integral equation: 5.0858
Lossy case, G from simulation: 5.0895
Lossy case, electron share: 90.62 %
Lossy case, threshold eta: 0.0310
Doubled PAG cross section, new f: 0.2727
Doubled PAG, film absorbs: 0.2320
Doubled PAG, acids per absorbed photon: 2.3325
Doubled PAG, film acid ratio, full model: 1.1970
Doubled PAG, film acid ratio, simulation: 1.1887
Doubled PAG, film acid ratio, direct only: 1.9658
Dose: 5.0 mJ/cm^2
Photon fluence: 3.398 per nm^2
PAG converted directly: 1.02 %
PAG converted by electrons: 13.30 %
OK
```
